# Solving the Thomas-Fermi Equation Inward with Majorana's Reduction: test program

```python
"""
Result under test: the neutral Thomas-Fermi equation
    phi'' = phi**1.5/sqrt(x), phi(0)=1, phi(infinity)=0
is solved by Majorana's first-order equation
    du/dt = 8*(t*u*u-1)/(1-t*t*u), u(1)=1,
with t = 144**(-1/6)*sqrt(x)*phi**(1/6)
and u = -(16/3)**(1/3)*phi**(-4/3)*phi'.
tau = 1-t; mu and lam are the decay and growth exponents about 144/x**3.
eta = d phi(x)/d phi'(0) measures the instability of outward shooting.
Lengths are r=b*x in bohr and energies are in hartree.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import physical_constants

mp.mp.dps = 40
mu = (np.sqrt(73) - 7) / 2
lam = (np.sqrt(73) + 7) / 2
ORDER = 250

# Power series of u in tau, on the branch entering the tail.
a = [mp.mpf(1), 9 - mp.sqrt(73)]
D = [mp.mpf(0), 2 - a[1]]       # coefficients of 1-t*t*u
square = [mp.mpf(1), 2 * a[1]]  # coefficients of u*u
for n in range(2, ORDER + 1):
    known_D = 2 * a[n-1] - a[n-2]
    known_square = mp.fsum(a[i] * a[n-i] for i in range(1, n))
    convolution = mp.fsum((j+1) * a[j+1] * D[n-j]
                          for j in range(1, n-1))
    right = (-convolution - a[1] * known_D
             + 8 * (square[n-1] - known_square))
    a.append(right / (n * (2-a[1]) + 16 - a[1]))
    D.append(known_D - a[n])
    square.append(known_square + 2 * a[n])
u0 = mp.fsum(a)
slope_mp = (mp.mpf(3) / 16) ** (mp.mpf(1) / 3) * u0
B = float(slope_mp)

u_coef = np.array([float(v) for v in a[:-1]])
q_coef = np.array([float(v) for v in D[1:]])
mu_mp = (mp.sqrt(73) - 7) / 2
regular = [2 * (a[m] - a[m-1]) - D[m+1] / mu_mp
           for m in range(1, ORDER)]
regular_coef = np.array([float(v) for v in regular])


def series(coef, tau):
    return np.power.outer(tau, np.arange(len(coef))) @ coef


nodes, weights = np.polynomial.legendre.leggauss(60)


def G_integral(tau):
    points = tau + (1-tau) * (nodes+1) / 2
    values = series(regular_coef, points) / series(q_coef, points)
    return (1-tau) / 2 * np.dot(weights, values)


def log_x(tau):
    return (np.log(144)/3 + 2*np.log1p(-tau)
            - np.log(tau)/mu + G_integral(tau))


def tau_at(x):
    return brentq(lambda z: log_x(z)-np.log(x), 1e-9, 1-1e-7,
                  xtol=1e-16, rtol=1e-15)


def phi_at(x):
    return 144 * (1-tau_at(x))**6 / x**3


F = 6 * np.exp(mu * (np.log(144)/3 + G_integral(0.0)))
assert np.all(series(q_coef, np.linspace(0, 1, 201)) > 0)


# Direct second-order problem, regularized by y=sqrt(x).
def tf_rhs(y, state):
    return [2*y*state[1], 2*max(state[0], 0.0)**1.5]


def zero_event(y, state):
    return state[0]


def turn_event(y, state):
    return state[1]


zero_event.terminal = True
turn_event.terminal = True


def shoot(steepness, y_end=60):
    run = solve_ivp(tf_rhs, (0, y_end), [1, -steepness],
                    method="DOP853", rtol=1e-13, atol=1e-15,
                    events=[zero_event, turn_event])
    assert run.status == 1
    if len(run.t_events[0]):
        return "zero", run.t_events[0][0]**2
    return "turn", run.t_events[1][0]**2


def direct_values(steepness, x):
    run = solve_ivp(tf_rhs, (0, np.sqrt(x)), [1, -steepness],
                    method="DOP853", rtol=1e-13, atol=1e-15)
    assert run.success
    return run.y[:, -1]


low, high = 1.5, 1.7
for _ in range(40):
    middle = (low+high)/2
    if shoot(middle)[0] == "zero":
        high = middle
    else:
        low = middle
B_direct = (low+high)/2
assert abs(B-B_direct) < 1e-9

# The direct solution tests both the profile and the variable map.
for x in (1.0, 3.0, 10.0):
    phi, derivative = direct_values(B, x)
    assert abs(phi/phi_at(x)-1) < 1e-6
    t = 144**(-1/6) * np.sqrt(x) * phi**(1/6)
    u = -(16/3)**(1/3) * phi**(-4/3) * derivative
    assert abs(u-series(u_coef, 1-t)) < 1e-6

# Finite differences test the second-order equation, also far out.
for x in (0.5, 5.0, 50.0, 500.0):
    h = 0.005*x
    f = [phi_at(x+k*h) for k in (-2, -1, 0, 1, 2)]
    second = (-f[0]+16*f[1]-30*f[2]+16*f[3]-f[4])/(12*h*h)
    assert abs(second/(f[2]**1.5/np.sqrt(x))-1) < 1e-6


# Full nonlinear equation for relative deviation from 144/x**3.
def tail_rhs(s, state):
    h, derivative = state
    return [derivative,
            7*derivative + 12*(1+h)*h/(np.sqrt(1+h)+1)]


inward = solve_ivp(tail_rhs, (0, -8), [-1e-7, 0], method="DOP853",
                   rtol=1e-11, atol=1e-20).y[:, -1]
outward = solve_ivp(tail_rhs, (0, 1.6), [-1e-9, 0], method="DOP853",
                    rtol=1e-11, atol=1e-20).y[:, -1]
decay_measured = -inward[1]/inward[0]
growth_measured = outward[1]/outward[0]
assert abs(decay_measured-mu) < 1e-3
assert abs(growth_measured-lam) < 1e-3


# Sensitivity along the neutral solution; p=d ln(eta)/d ln(x).
def sensitivity_rhs(s, state):
    tau, p, log_eta = state
    t = 1-tau
    return [-t*tau*series(q_coef, tau)/2, 18*t**3-p*p+p, p]


x_start = 1e-6
phi_start = 1-B*x_start+4*x_start**1.5/3
tau_start = 1-144**(-1/6)*np.sqrt(x_start)*phi_start**(1/6)
sensitivity = solve_ivp(
    sensitivity_rhs, (np.log(x_start), np.log(1e8)),
    [tau_start, 1+0.6*x_start**1.5,
     np.log(x_start)+0.4*x_start**1.5],
    method="DOP853", rtol=1e-12, atol=1e-14, dense_output=True)
assert sensitivity.success


def log_relative_sensitivity(s):
    tau, p, log_eta = sensitivity.sol(s)
    return log_eta-(np.log(144)+6*np.log1p(-tau)-3*s)


def local_growth(x):
    tau, p, log_eta = sensitivity.sol(np.log(x))
    return p+3*(1-tau)**2*series(u_coef, tau)


def linear_reach(error):
    return np.exp(brentq(
        lambda s: log_relative_sensitivity(s)+np.log(error),
        np.log(0.01), np.log(1e8)))


assert abs(local_growth(1e8)-lam) < 1e-4
F_far = 6*sensitivity.sol(np.log(1e8))[0]*(1e8)**mu
assert abs(F_far/F-1) < 1e-4
change = 1e-7
eta_direct = (direct_values(B-change, 10)[0]
              -direct_values(B+change, 10)[0])/(2*change)
eta_10 = np.exp(sensitivity.sol(np.log(10))[2])
assert abs(eta_direct/eta_10-1) < 1e-3
digit_factor = linear_reach(1e-51)/linear_reach(1e-50)
assert abs(digit_factor-10**(1/lam)) < 1e-3

failures = []
for error in (1e-4, 1e-6, 1e-8, 1e-10):
    steep_kind, x_zero = shoot(B+error)
    shallow_kind, x_turn = shoot(B-error)
    x_linear = linear_reach(error)
    assert steep_kind == "zero" and shallow_kind == "turn"
    assert 1 < x_zero/x_linear < 1.1
    failures.append((error, x_zero, x_turn, x_linear))
best_kind, x_best = shoot(B)


# Majorana's equation integrated away from the tail, with bad starts.
def majorana_rhs(tau, state):
    u = state[0]
    t = 1-tau
    return [8*(1-t*u*u)/(1-t*t*u)]


def integrate_u(start, end, value):
    run = solve_ivp(majorana_rhs, (start, end), [value],
                    method="DOP853", rtol=1e-13, atol=1e-15)
    assert run.success
    return run.y[0, -1]


rough_start = 1+float(a[1])*0.1
start_error = abs(rough_start-series(u_coef, 0.1))
end_error = abs(integrate_u(0.1, 1, rough_start)-float(u0))
assert end_error < 1e-6*start_error
center = series(u_coef, 1e-3)
difference = (integrate_u(1e-3, 2e-3, center+1e-6)
              -integrate_u(1e-3, 2e-3, center-1e-6))
damping_measured = -np.log(difference/2e-6)/np.log(2)
assert abs(damping_measured-lam/mu) < 0.1

# Barium energy from the density functional by quadrature.
Z = 56
b = 0.5*(3*np.pi/4)**(2/3)*Z**(-1/3)
gauss, gauss_weight = np.polynomial.legendre.leggauss(200)


def radial_grid(t_low):
    t = t_low+(1-t_low)*(gauss+1)/2
    tau = 1-t
    x = np.exp(np.array([log_x(z) for z in tau]))
    phi = 144*t**6/x**3
    dx = (1-t_low)/2*gauss_weight*2*x/(t*tau*series(q_coef, tau))
    density = Z/(4*np.pi*b**3)*(phi/x)**1.5
    volume = 4*np.pi*(b*x)**2*b*dx
    return x, phi, density, volume


x, phi, density, volume = radial_grid(0.0)
electron_count = np.sum(density*volume)
kinetic = 0.3*(3*np.pi**2)**(2/3)*np.sum(density**(5/3)*volume)
nuclear = -Z*np.sum(density/(b*x)*volume)
repulsion = 0.5*np.sum(density*Z*(1-phi)/(b*x)*volume)
energy_quadrature = kinetic+nuclear+repulsion
energy = -3*Z**2*B/(7*b)
assert abs(electron_count/Z-1) < 1e-6
assert abs(energy_quadrature/energy-1) < 1e-6
tau_best = tau_at(x_best)
t_best = 1-tau_best
outside = Z*phi_at(x_best)*(1+3*t_best**2*series(u_coef, tau_best))
_, _, outer_density, outer_volume = radial_grid(t_best)
assert abs(np.sum(outer_density*outer_volume)/outside-1) < 1e-5
hartree_kev = physical_constants["Hartree energy in eV"][0]/1000

print("All x, phi, t, u and exponents are dimensionless")
print(f"Decay exponent mu: {mu:.9f}; measured: {decay_measured:.6f}")
print(f"Growth exponent lambda: {lam:.9f}; measured: {growth_measured:.6f}")
for n in range(1, 6):
    print(f"Series coefficient a_{n}: {float(a[n]):.9f}")
for n in (10, 30, 60, 100):
    partial = (3/16)**(1/3)*float(mp.fsum(a[:n+1]))
    print(f"-phi'(0), series through order {n}: {partial:.12f}")
print(f"Coefficient ratio a_200/a_199: {float(a[200]/a[199]):.6f}")
print(f"u(0): {float(u0):.12f}")
print(f"-phi'(0), Majorana: {B:.12f}")
print(f"-phi'(0), direct bisection: {B_direct:.12f}")
print(f"Tail coefficient F: {F:.8f}; far integration: {F_far:.6f}")
for x_value in (1, 10, 100, 1000, 10000):
    value = phi_at(x_value)
    ratio = value*x_value**3/144
    print(f"x={x_value}: phi={value:.8e}, phi*x^3/144={ratio:.6f}")
for x_value in (10, 100, 1000):
    print(f"Local relative growth exponent at x={x_value}: "
          f"{local_growth(x_value):.5f}")
print(f"eta(10): {eta_10:.5f}; finite difference: {eta_direct:.5f}")
for error, x_zero, x_turn, x_linear in failures:
    print(f"Slope error {error:.0e}: zero x={x_zero:.4f}, "
          f"turn x={x_turn:.4f}, linear x={x_linear:.4f}")
print(f"Asymptotic range factor per digit: {digit_factor:.6f}")
print(f"Best double slope: {best_kind} at x={x_best:.3f}")
print(f"Linear reach for slope error 2.2e-16: x={linear_reach(2.2e-16):.3f}")
print(f"Rough u start at tau=0.1: {rough_start:.8f}")
print(f"Error in u at start: {start_error:.3e}; at t=0: {end_error:.3e}")
print(f"Damping exponent lambda/mu: {lam/mu:.5f}; "
      f"measured: {damping_measured:.5f}")
print(f"Barium Z: {Z}; length scale b: {b:.8f} bohr")
print(f"Barium electron count by quadrature: {electron_count:.7f}")
print(f"Barium kinetic energy: {kinetic:.4f} hartree")
print(f"Barium nuclear attraction: {nuclear:.4f} hartree")
print(f"Barium electron repulsion: {repulsion:.4f} hartree")
print(f"Barium energy by quadrature: {energy_quadrature:.4f} hartree")
print(f"Barium energy from slope: {energy:.4f} hartree "
      f"= {energy*hartree_kev:.4f} keV")
print(f"Barium shooting failure radius: {b*x_best:.4f} bohr")
print(f"Barium electrons beyond that radius: {outside:.6f}")
print("PASS")
```

Output:

```
All x, phi, t, u and exponents are dimensionless
Decay exponent mu: 0.772001873; measured: 0.771981
Growth exponent lambda: 7.772001873; measured: 7.771896
Series coefficient a_1: 0.455996255
Series coefficient a_2: 0.304455081
Series coefficient a_3: 0.222179763
Series coefficient a_4: 0.168212623
Series coefficient a_5: 0.129804066
-phi'(0), series through order 10: 1.496203146762
-phi'(0), series through order 30: 1.586748126369
-phi'(0), series through order 60: 1.588067951628
-phi'(0), series through order 100: 1.588071021422
Coefficient ratio a_200/a_199: 0.826889
u(0): 2.774615643934
-phi'(0), Majorana: 1.588071022611
-phi'(0), direct bisection: 1.588071022611
Tail coefficient F: 13.27097385; far integration: 13.270949
x=1: phi=4.24008052e-01, phi*x^3/144=0.002945
x=10: phi=2.43142930e-02, phi*x^3/144=0.168849
x=100: phi=1.00242568e-04, phi*x^3/144=0.696129
x=1000: phi=1.35127477e-07, phi*x^3/144=0.938385
x=10000: phi=1.42450045e-10, phi*x^3/144=0.989236
Local relative growth exponent at x=10: 5.00675
Local relative growth exponent at x=100: 7.10386
Local relative growth exponent at x=1000: 7.65024
eta(10): 202.66967; finite difference: 202.66967
Slope error 1e-04: zero x=10.4484, turn x=9.2851, linear x=10.3685
Slope error 1e-06: zero x=23.8418, turn x=21.6719, linear x=23.6879
Slope error 1e-08: zero x=49.0302, turn x=45.0326, linear x=48.7428
Slope error 1e-10: zero x=95.6061, turn x=88.2955, linear x=95.0772
Asymptotic range factor per digit: 1.344832
Best double slope: zero at x=376.557
Linear reach for slope error 2.2e-16: x=555.409
Rough u start at tau=0.1: 1.04559963
Error in u at start: 3.285e-03; at t=0: 2.668e-11
Damping exponent lambda/mu: 10.06734; measured: 10.06317
Barium Z: 56; length scale b: 0.23140963 bohr
Barium electron count by quadrature: 56.0000000
Barium kinetic energy: 9223.3305 hartree
Barium nuclear attraction: -21521.1045 hartree
Barium electron repulsion: 3074.4435 hartree
Barium energy by quadrature: -9223.3305 hartree
Barium energy from slope: -9223.3305 hartree = -250.9796 keV
Barium shooting failure radius: 87.1389 bohr
Barium electrons beyond that radius: 0.000515
PASS
```
